# Which Sites Allow a Force, a Field Gradient or a Cubic Field: test program

```python
# RESULT UNDER TEST: at a site with point group G the number of invariant
# harmonics of degree l is n_l = (1/|G|) sum_g chi_l(g).  A force needs n_1 > 0,
# a field gradient n_2 > 0, an l = 4 crystal field n_4 > 0.
# chi_l(g): trace of g on the 2l+1 harmonics; improper g = inversion * rotation.
# Check: the Coulomb potential of random charge orbits of G is projected on
# harmonics by quadrature; the rank of the coefficients must equal n_l.
# Example units: angstrom, volt, eV; charges in units of e.
from collections import Counter
from math import factorial
import numpy as np
from scipy import constants
from scipy.special import lpmv
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)


def harmonics(l, points):
    """Real orthonormal harmonics, rows m = -l..l (sine for m<0, cosine for m>0)."""
    r = np.linalg.norm(points, axis=1)
    c = np.clip(points[:, 2] / r, -1, 1)
    phi = np.arctan2(points[:, 1], points[:, 0])
    rows = []
    for m in range(-l, l + 1):
        k = abs(m)
        norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - k) / factorial(l + k))
        base = (-1)**k * norm * lpmv(k, l, c)
        if m < 0:
            base = base * np.sqrt(2) * np.sin(k * phi)
        elif m > 0:
            base = base * np.sqrt(2) * np.cos(k * phi)
        rows.append(base)
    return np.array(rows)


nodes, node_w = np.polynomial.legendre.leggauss(24)
phis = 2 * np.pi * np.arange(48) / 48
cc, pp = np.meshgrid(nodes, phis, indexing="ij")
ss = np.sqrt(1 - cc**2)
sphere = np.stack([ss*np.cos(pp), ss*np.sin(pp), cc], axis=-1).reshape(-1, 3)
weights = np.repeat(node_w, 48) * 2 * np.pi / 48
Y = {l: harmonics(l, sphere) for l in range(0, 7)}


def potential(points, charges_at, charge=1.0):
    d = np.linalg.norm(points[:, None, :] - charges_at[None, :, :], axis=2)
    return charge * (1 / d).sum(axis=1)


def key(g):
    return tuple(np.rint(1000 * g).astype(int).ravel())


def generate(generators):
    """All products of the generators."""
    group = {key(np.eye(3)): np.eye(3)}
    frontier = [np.eye(3)]
    while frontier:
        fresh = []
        for a in frontier:
            for b in generators:
                p = a @ b
                if key(p) not in group:
                    group[key(p)] = p
                    fresh.append(p)
        frontier = fresh
        assert len(group) <= 120
    return np.array(list(group.values()))


def character(l, g):
    det = np.linalg.det(g)
    angle = np.arccos(np.clip((np.trace(g) * np.sign(det) - 1) / 2, -1, 1))
    value = 1 + 2 * sum(np.cos(m * angle) for m in range(1, l + 1))
    return value if det > 0 else (-1)**l * value


def count(l, group):
    n = np.mean([character(l, g) for g in group])
    assert abs(n - round(n)) < 1e-6
    return int(round(n))


def coulomb_ranks(group, degrees):
    """Number of independent coefficients seen in potentials of random orbits."""
    rows = {l: [] for l in degrees}
    for _ in range(20):
        p = rng.normal(size=3)
        p *= rng.uniform(1.0, 1.5) / np.linalg.norm(p)
        v = potential(0.5 * sphere, group @ p)
        for l in degrees:
            rows[l].append(Y[l] @ (weights * v))
    ranks, leading = {}, {}
    for l in degrees:
        _, s, vt = np.linalg.svd(np.array(rows[l]))
        assert not np.any((s > 1e-10) & (s < 1e-6))   # clear gap: zero or not
        ranks[l] = int((s > 1e-8).sum())
        leading[l] = vt[0]
    return ranks, leading


def turn(axis, n):
    axis = np.array(axis, float)
    return Rotation.from_rotvec(2*np.pi/n * axis/np.linalg.norm(axis)).as_matrix()


c2, c3, c4, c6 = (turn([0, 0, 1], n) for n in (2, 3, 4, 6))
c2x, c3d = turn([1, 0, 0], 2), turn([1, 1, 1], 3)
inv, mx, mz = -np.eye(3), np.diag([-1., 1, 1]), np.diag([1., 1, -1])
definitions = [
    ("C1", "1", []), ("Ci", "-1", [inv]),
    ("C2", "2", [c2]), ("Cs", "m", [mz]), ("C2h", "2/m", [c2, inv]),
    ("D2", "222", [c2, c2x]), ("C2v", "mm2", [c2, mx]),
    ("D2h", "mmm", [c2, c2x, inv]),
    ("C4", "4", [c4]), ("S4", "-4", [-c4]), ("C4h", "4/m", [c4, inv]),
    ("D4", "422", [c4, c2x]), ("C4v", "4mm", [c4, mx]),
    ("D2d", "-42m", [-c4, c2x]), ("D4h", "4/mmm", [c4, c2x, inv]),
    ("C3", "3", [c3]), ("S6", "-3", [c3, inv]), ("D3", "32", [c3, c2x]),
    ("C3v", "3m", [c3, mx]), ("D3d", "-3m", [c3, c2x, inv]),
    ("C6", "6", [c6]), ("C3h", "-6", [c3, mz]), ("C6h", "6/m", [c6, inv]),
    ("D6", "622", [c6, c2x]), ("C6v", "6mm", [c6, mx]),
    ("D3h", "-6m2", [c3, mz, c2x]), ("D6h", "6/mmm", [c6, c2x, inv]),
    ("T", "23", [c2, c2x, c3d]), ("Th", "m-3", [c2, c2x, c3d, inv]),
    ("O", "432", [c4, c3d]), ("Td", "-43m", [-c4, c3d]),
    ("Oh", "m-3m", [c4, c3d, inv])]
groups = {name: generate(gens) for name, _, gens in definitions}


def signature(group):
    """How many elements of each (determinant, trace) the group has."""
    kinds = Counter((int(round(np.linalg.det(g))), int(round(np.trace(g))))
                    for g in group)
    return tuple(sorted(kinds.items()))


def subgroup_signatures(parent):
    where = {key(g): i for i, g in enumerate(parent)}
    table = [[where[key(a @ b)] for b in parent] for a in parent]
    start = frozenset([where[key(np.eye(3))]])
    found, stack = {start}, [start]
    while stack:
        small = stack.pop()
        for extra in range(len(parent)):
            if extra in small:
                continue
            big = set(small) | {extra}
            while True:
                more = {table[a][b] for a in big for b in big}
                if len(more) == len(big):
                    break
                big = more
            big = frozenset(big)
            if big not in found:
                found.add(big)
                stack.append(big)
    return {signature(parent[sorted(s)]) for s in found}


# The list is complete: subgroups of the two largest groups give the same kinds.
named = {signature(g) for g in groups.values()}
searched = subgroup_signatures(groups["Oh"]) | subgroup_signatures(groups["D6h"])
assert len(named) == 32 and named == searched

# The character formula against the trace of the true action on harmonics.
for name in ("Oh", "D6h"):
    for g in groups[name]:
        for l in range(1, 5):
            action = (harmonics(l, sphere @ g.T) * weights) @ Y[l].T
            assert abs(np.trace(action) - character(l, g)) < 1e-6

# Every group: character count against rank of Coulomb coefficients.
degrees = (1, 2, 3, 4)
cubic = np.zeros(9)
cubic[4], cubic[8] = np.sqrt(7/12), np.sqrt(5/12)
numbers = {}
for name, group in groups.items():
    ranks, leading = coulomb_ranks(group, degrees)
    numbers[name] = ranks
    dets = np.array([np.linalg.det(g) for g in group])
    proper = group[dets > 0]
    rotations = np.array(list({key(g*np.sign(d)): g*np.sign(d)
                               for g, d in zip(group, dets)}.values()))
    has_inversion = any(np.allclose(g, inv) for g in group)
    for l in degrees:
        assert ranks[l] == count(l, group)
        # shortcut through the rotation groups
        if l % 2 == 0 or len(proper) == len(group):
            shortcut = count(l, rotations)
        elif has_inversion:
            shortcut = 0
        else:
            shortcut = count(l, proper) - count(l, rotations)
        assert ranks[l] == shortcut
        # closed forms for cyclic and dihedral rotation groups
        if name in ("C1", "C2", "C3", "C4", "C6"):
            assert ranks[l] == 1 + 2 * (l // int(name[1]))
        if name in ("D2", "D3", "D4", "D6"):
            assert ranks[l] == l // int(name[1]) + (l % 2 == 0)
    if name in ("T", "Th", "O", "Td", "Oh"):
        assert (ranks[1], ranks[2], ranks[4]) == (0, 0, 1)
        assert abs(abs(leading[4] @ cubic) - 1) < 1e-8
    else:
        assert ranks[2] > 0
    assert ranks[4] > 0

print("group  symbol  order  n1 n2 n3 n4  (numbers of invariants)")
for name, symbol, _ in definitions:
    n = numbers[name]
    print(f"{name:5s}  {symbol:6s}  {len(groups[name]):5d}  "
          f"{n[1]:2d} {n[2]:2d} {n[3]:2d} {n[4]:2d}")
allowed = {l: sum(n[l] > 0 for n in numbers.values()) for l in degrees}
print("groups allowing l=1, 2, 3, 4:", *[allowed[l] for l in degrees])

# Icosahedral rotation group: the l = 4 condition excludes something here.
golden = (1 + np.sqrt(5)) / 2
icosa = generate([turn([0, 1, golden], 5), c3d])
assert len(icosa) == 60
ico_ranks, _ = coulomb_ranks(icosa, (1, 2, 3, 4, 5, 6))
assert all(ico_ranks[l] == count(l, icosa) for l in ico_ranks)
print("icosahedral rotations, n1..n6:", *[ico_ranks[l] for l in range(1, 7)])

# Worked example: point charges around a site, thin d shell around the site.
coulomb = constants.e / (4*np.pi*constants.epsilon_0) / constants.angstrom
ligand, distance, axial, shift, shell = -2.0, 2.0, 2.2, 0.1, 0.8


def coefficients(l, positions):
    v = potential(shell * sphere, positions, ligand * coulomb)
    return Y[l] @ (weights * v)


def d_matrix(positions):
    """Electron energy -eV between the real d functions, mean removed, in eV."""
    v = potential(shell * sphere, positions, ligand * coulomb)
    h = -(Y[2] * (weights * v)) @ Y[2].T
    return h - np.eye(5) * np.trace(h) / 5


def octahedron(axial_length, site_shift):
    a, c = distance, axial_length
    p = np.array([[a, 0, 0], [-a, 0, 0], [0, a, 0], [0, -a, 0],
                  [0, 0, c], [0, 0, -c]], float)
    return p - np.array([0, 0, site_shift])


def site_symmetry(positions):
    keep = [g for g in groups["Oh"]
            if all(np.min(np.linalg.norm(positions - g @ p, axis=1)) < 1e-8
                   for p in positions)]
    return [n for n, g in groups.items() if signature(g) == signature(keep)][0]


print(f"e/(4 pi eps0) = {coulomb:.4f} V angstrom")
print(f"ligand charge {ligand:.1f} e, distance {distance:.1f} angstrom, "
      f"d shell radius {shell:.1f} angstrom")
print(f"stretched axial distance {axial:.1f}, site shift {shift:.1f} angstrom")
cases = [("Oh", octahedron(distance, 0)), ("D4h", octahedron(axial, 0)),
         ("C4v", octahedron(axial, shift))]
for expected, positions in cases:
    assert site_symmetry(positions) == expected
    force = -np.sqrt(3/(4*np.pi)) * coefficients(1, positions)[1] / shell
    vzz = np.sqrt(5/np.pi) * coefficients(2, positions)[2] / shell**2
    h = 1e-3
    trial = np.array([[0, 0, h], [0, 0, 0], [0, 0, -h], [h, 0, 0], [-h, 0, 0]])
    up, mid, down, right, left = potential(trial, positions, ligand * coulomb)
    assert abs(force + (up - down) / (2*h)) < 1e-4
    assert abs(vzz - (up - 2*mid + down) / h**2) < 1e-3
    assert abs(-vzz/2 - (right - 2*mid + left) / h**2) < 1e-3
    n = numbers[expected]
    assert (abs(force) > 1e-3) == (n[1] > 0)
    assert (abs(vzz) > 1e-3) == (n[2] > 0)
    levels = d_matrix(positions)
    assert np.abs(levels - np.diag(np.diag(levels))).max() < 1e-9
    xy, yz, z2, xz, x2y2 = np.diag(levels)
    assert abs(yz - xz) < 1e-9
    print(f"{expected}: force on +e, z = {abs(force) if abs(force) < 1e-9 else force:.4f}"
          f" eV/angstrom")
    print(f"{expected}: Vzz = {abs(vzz) if abs(vzz) < 1e-9 else vzz:.4f} V/angstrom^2"
          f" = {abs(vzz)/10 if abs(vzz) < 1e-9 else vzz/10:.4f} 10^21 V/m^2")
    print(f"{expected}: d levels (eV) z2 {z2:.4f}, x2-y2 {x2y2:.4f}, "
          f"xy {xy:.4f}, xz=yz {xz:.4f}")

# Cubic splitting against the closed formula; tetrahedron; icosahedron.
# The real cosine harmonic is normalized, so the cubic ratio is sqrt(5/7).
regular = cases[0][1]
v4 = coefficients(4, regular)
assert abs(v4[8] / v4[4] - np.sqrt(5/7)) < 1e-9
energies = np.diag(d_matrix(regular))
splitting = energies[2] - energies[0]
formula = 5/3 * abs(ligand) * coulomb * shell**4 / distance**5
assert abs(splitting - formula) < 1e-9
tetra = distance / np.sqrt(3) * np.array(
    [[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
tetra_energies = np.diag(d_matrix(tetra))
tetra_splitting = tetra_energies[2] - tetra_energies[0]
tetra_l3 = np.linalg.norm(coefficients(3, tetra))
assert site_symmetry(tetra) == "Td" and tetra_l3 > 0.1
assert abs(tetra_splitting + 4/9 * formula) < 1e-9
corner = np.array([0, 1, golden]) / np.sqrt(1 + golden**2) * distance
vertices = np.array(list({key(g @ corner): g @ corner for g in icosa}.values()))
assert len(vertices) == 12
ico_levels = np.linalg.eigvalsh(d_matrix(vertices))
ico_spread = ico_levels[-1] - ico_levels[0]
assert ico_spread < 1e-9 and np.linalg.norm(coefficients(6, vertices)) > 1e-3
print(f"octahedron: V40 = {v4[4]:.4f} V, V44c = {v4[8]:.4f} V, "
      f"ratio {v4[8]/v4[4]:.4f}")
print(f"octahedron: E(e)-E(t2) = {splitting:.4f} eV, formula {formula:.4f} eV")
print(f"tetrahedron: E(e)-E(t2) = {tetra_splitting:.4f} eV, "
      f"ratio to octahedron {tetra_splitting/splitting:.4f}")
print(f"tetrahedron: size of l=3 part at the shell = {tetra_l3:.4f} V")
print(f"icosahedron of 12 charges: d-level spread = {abs(ico_spread):.4f} eV")
print("done: every assertion held")
```

Running it gives:

```
group  symbol  order  n1 n2 n3 n4  (numbers of invariants)
C1     1           1   3  5  7  9
Ci     -1          2   0  5  0  9
C2     2           2   1  3  3  5
Cs     m           2   2  3  4  5
C2h    2/m         4   0  3  0  5
D2     222         4   0  2  1  3
C2v    mm2         4   1  2  2  3
D2h    mmm         8   0  2  0  3
C4     4           4   1  1  1  3
S4     -4          4   0  1  2  3
C4h    4/m         8   0  1  0  3
D4     422         8   0  1  0  2
C4v    4mm         8   1  1  1  2
D2d    -42m        8   0  1  1  2
D4h    4/mmm      16   0  1  0  2
C3     3           3   1  1  3  3
S6     -3          6   0  1  0  3
D3     32          6   0  1  1  2
C3v    3m          6   1  1  2  2
D3d    -3m        12   0  1  0  2
C6     6           6   1  1  1  1
C3h    -6          6   0  1  2  1
C6h    6/m        12   0  1  0  1
D6     622        12   0  1  0  1
C6v    6mm        12   1  1  1  1
D3h    -6m2       12   0  1  1  1
D6h    6/mmm      24   0  1  0  1
T      23         12   0  0  1  1
Th     m-3        24   0  0  0  1
O      432        24   0  0  0  1
Td     -43m       24   0  0  1  1
Oh     m-3m       48   0  0  0  1
groups allowing l=1, 2, 3, 4: 10 27 18 32
icosahedral rotations, n1..n6: 0 0 0 0 0 1
e/(4 pi eps0) = 14.3996 V angstrom
ligand charge -2.0 e, distance 2.0 angstrom, d shell radius 0.8 angstrom
stretched axial distance 2.2, site shift 0.1 angstrom
Oh: force on +e, z = 0.0000 eV/angstrom
Oh: Vzz = 0.0000 V/angstrom^2 = 0.0000 10^21 V/m^2
Oh: d levels (eV) z2 0.3686, x2-y2 0.3686, xy -0.2458, xz=yz -0.2458
D4h: force on +e, z = 0.0000 eV/angstrom
D4h: Vzz = 3.5810 V/angstrom^2 = 0.3581 10^21 V/m^2
D4h: d levels (eV) z2 -0.0386, x2-y2 0.6827, xy 0.0683, xz=yz -0.3562
C4v: force on +e, z = -0.3482 eV/angstrom
C4v: Vzz = 3.2850 V/angstrom^2 = 0.3285 10^21 V/m^2
C4v: d levels (eV) z2 -0.0124, x2-y2 0.6521, xy 0.0446, xz=yz -0.3422
octahedron: V40 = -1.5246 V, V44c = -1.2885 V, ratio 0.8452
octahedron: E(e)-E(t2) = 0.6144 eV, formula 0.6144 eV
tetrahedron: E(e)-E(t2) = -0.2731 eV, ratio to octahedron -0.4444
tetrahedron: size of l=3 part at the shell = 3.6814 V
icosahedron of 12 charges: d-level spread = 0.0000 eV
done: every assertion held
```
